\section*{When does a cut dimerised chain have a midgap end state?}

\section{The argument under review}

The authors consider a chain of identical orbitals whose hopping alternates between a strong and a weak value, as a model of a conjugated wire to be joined to an electrical contact. Their argument runs as follows. The alternation opens a gap centred on the orbital energy. A cut removes one bond, so the orbital next to the cut has lost a partner. A dangling orbital sits at its own energy, which is midgap. Hence every cut leaves a midgap state at the end of the wire, whichever bond was cut. In support they diagonalise a chain of 41 sites, find a level at midgap, exchange the strong and weak hoppings, and find it again.

The numerical observation is correct, but the conclusion does not follow. The orbital at the cut has lost one of two neighbours and is still coupled to the other. Two extreme cases show that this matters. If the remaining bond has zero strength, the end orbital is isolated and does lie at midgap. If instead the remaining bond is finite and every second bond after it is zero, the chain is a row of separate pairs. Each pair has a bonding and an antibonding level, and nothing lies between them. The question is what happens between these extremes.

\section{The model and its bulk}

Let the semi-infinite chain have sites $n=1,2,3,\dots$, one orbital per site, equal site energies taken as zero, and hopping between nearest neighbours only. The hopping amplitude is $-a$ on the terminal bond 1--2, $-b$ on 2--3, $-a$ on 3--4, and so on, with $a,b>0$ and $a\neq b$. Electron repulsion is left out and the bond pattern is held fixed. Group the sites in pairs and write $A_j=\psi_{2j-1}$, $B_j=\psi_{2j}$. Away from the end,
\begin{align}
E A_j &= -aB_j-bB_{j-1}, \label{eq:A}\\
E B_j &= -aA_j-bA_{j+1}. \label{eq:B}
\end{align}
Insert $A_j=A\lambda^{j-1}$ and $B_j=B\lambda^{j-1}$:
\begin{equation}
EA=-\left(a+\frac{b}{\lambda}\right)B,\qquad EB=-(a+b\lambda)A. \label{eq:cell}
\end{equation}
A non-zero solution requires
\begin{equation}
E^2=(a+b\lambda)\left(a+\frac b\lambda\right)=a^2+b^2+ab\left(\lambda+\frac1\lambda\right). \label{eq:disp}
\end{equation}
Extended waves have $\lambda=e^{ik}$, which gives $E^2=a^2+b^2+2ab\cos k$. The bands therefore fill $|a-b|\le|E|\le a+b$, and the gap is $2|a-b|$. This is unchanged when $a$ and $b$ are exchanged, so the bulk spectrum cannot tell which cuts produce an end state. The equation at the end must decide.

\section{What the end allows}

At site 1 there is no bond to the left, so $EA_1=-aB_1$. Try $E=0$. This equation gives $B_1=0$, and equation (\ref{eq:A}) then gives $B_2=0$, $B_3=0$, and so on. Equation (\ref{eq:B}) leaves $aA_j+bA_{j+1}=0$, or
\begin{equation}
A_{j+1}=-rA_j,\qquad r=\frac ab .
\end{equation}
The sum of $|A_j|^2$ is a geometric series in $r^2$. It converges only for $r<1$, that is, $a<b$. The normalised state then has
\begin{equation}
|\psi_{2j+1}|^2=(1-r^2)\,r^{2j},\qquad \psi_{2j+2}=0,\qquad j=0,1,2,\dots \label{eq:profile}
\end{equation}
With cell length $d$ the amplitude falls as $r^{x/d}=e^{-x/\xi}$, where $\xi=d/\ln(b/a)$. For $a>b$ the same recursion grows into the chain and describes no bound state.

This settles $E=0$. To exclude bound states at other energies, note that equation (\ref{eq:disp}) is quadratic in $\lambda$ and its two roots have product 1. Either both have modulus 1, and no solution decays, or exactly one has $|\lambda|<1$. A bound state must consist of that one alone. Continue it one cell beyond the end, so that $B_0=B/\lambda$. It obeys equation (\ref{eq:A}) at $j=1$, while the true end equation lacks the term $-bB_0$. Subtracting the two gives $bB_0=0$, hence $B=0$. If $E\neq0$, the first part of (\ref{eq:cell}) then gives $A=0$ as well, and there is no state.

In this model, therefore, a bound end state exists if and only if the terminal bond is the weaker one. It is unique and lies at midgap.

The absence of a gap state behind a strong terminal bond also has a short proof that covers finite chains. Take $a>b$ and a semi-infinite chain, or a finite one with an even number of sites. Equation (\ref{eq:B}) holds with any amplitude beyond the far end set to zero. Let $\|A\|$ be the root of the sum of $|A_j|^2$, and $\|B\|$ likewise. The triangle inequality gives
\begin{equation}
|E|\,\|B\|\ge a\|A\|-b\|A\|=(a-b)\|A\|,
\end{equation}
because shifting the sequence $A_j$ by one place cannot increase its norm. Equation (\ref{eq:A}) gives in the same way $|E|\,\|A\|\ge(a-b)\|B\|$. If either norm vanished, so would the other. Multiplying the two inequalities then gives $|E|\ge a-b$, so no level lies inside the gap.

\section{Which bond was cut, and why 41 sites mislead}

In an infinite chain the neighbours of a strong bond are weak. Cutting a strong bond thus leaves two ends with weak terminal bonds and one end state on each side. Cutting a weak bond leaves two strong terminal bonds and no end state. A closed ring of 240 sites, with the hoppings used below, shows this directly: it has no gap state when intact, two after one strong bond is cut, and none after one weak bond is cut.

The 41-site chain is a special case because 41 is odd. Its first bond is $a$ and its last is $b$, so one end is always weakly bonded and the other strongly. At $E=0$ the equations again force all even-site amplitudes to vanish and leave $A_{j+1}=-(a/b)A_j$. In a finite chain this is normalisable for any $a/b$, so there is one zero-energy state in both arrangements. What changes is its place. With the weak bond on the left, the 20 leftmost sites carry 0.9984 of its weight; with the strong bond on the left they carry 0.0008. Exchanging the hoppings moved the state to the other end, which the authors would have seen had they plotted the eigenvector.

An even chain of $M$ cells with weak terminal bonds has an end state on each side if it is long enough, $M>r/(1-r)$, and the two mix. In a shorter chain no level lies in the gap. Let $\phi_L$ be the left state (\ref{eq:profile}) cut off at the last cell, with amplitudes $N(-r)^j$ on the odd sites and $N^2\simeq1-r^2$. Let $\phi_R$ be its mirror image on the even sites. Acting with the Hamiltonian on $\phi_L$ gives zero except at site $2M$, where only the neighbour $2M-1$ contributes:
\begin{equation}
\langle\phi_R|H|\phi_L\rangle=N\,(-a)\,N(-r)^{M-1}=N^2b\,(-r)^M .
\end{equation}
The diagonal elements vanish, because hopping leads from odd to even sites. To leading order in $r^M$ the levels are
\begin{equation}
E_\pm\simeq\pm\, b\,(1-r^2)\,r^M. \label{eq:split}
\end{equation}

\section{When the end orbital is shifted}

The authors' wire ends at a contact, so its last orbital need not have the bulk energy. Give site 1 an energy $U$ and keep everything else fixed. The end equation becomes $EA_1=UA_1-aB_1$. Subtracting it from the continued equation (\ref{eq:A}) gives $-bB_0=UA$, or $B=-\lambda UA/b$. The two parts of (\ref{eq:cell}) become
\begin{equation}
E=U\left(1+\frac{a\lambda}{b}\right),\qquad E\lambda U=b(a+b\lambda). \label{eq:EU}
\end{equation}
Eliminating $E$ and multiplying by $b$,
\begin{equation}
f(\lambda)=aU^2\lambda^2+b(U^2-b^2)\lambda-ab^2=0 .
\end{equation}
A bound state needs a root with $|\lambda|<1$. Three values of $f$ locate the roots:
\begin{align}
f(0)&=-ab^2<0,\\
f(1)&=(a+b)(U^2-b^2),\\
f(-1)&=(a-b)(U^2-b^2).
\end{align}
For $U\neq0$ the parabola opens upward and has one negative and one positive root. The negative root lies between $-1$ and 0 when $f(-1)>0$. Then $\lambda+1/\lambda<-2$, and by (\ref{eq:disp}) the state is in the gap. The positive root lies between 0 and 1 when $f(1)>0$, and its state is outside the bands.

For $|U|<b$, a gap state thus exists only for $a<b$: the rule for existence survives, though the level leaves midgap. For small $U$ the root is $\lambda\simeq-a/b$ and $E\simeq U(1-r^2)$, the shift times the weight on the end site. For $|U|>b$ the rule is reversed. The strong-bond end acquires a gap state, the weak-bond end loses its own, and a state outside the bands appears in both cases. The reason is plain for very large $U$: site 1 is then out of reach, and the chain effectively begins at site 2, whose remaining bond is $b$. In that limit, for $a>b$, $\lambda\to-b/a$, and the second part of (\ref{eq:EU}) gives $E\simeq-(a^2-b^2)/U$. A positive shift therefore puts the new state below midgap.

\section{Numbers for a conjugated chain}

Take hoppings of 2.9 and 2.1 eV and a cell length of 0.25 nm, rough values in the regime of trans-polyacetylene. The gap is $2(2.9-2.1)=1.6$ eV. For a weak terminal bond $r=2.1/2.9=0.724$ and $1-r^2=0.476$. The first, third and fifth sites carry probabilities 0.476, 0.249 and 0.131. The amplitude decay length is $0.25/\ln(2.9/2.1)=0.775$ nm, about three cells.

For ten cells with weak ends, equation (\ref{eq:split}) gives levels at $\pm54.7$ meV, and diagonalisation gives $\pm55.1$ meV. For twenty cells both give $\pm2.17$ meV. A wire 5 nm long thus has two nearly independent end states in this model.

An end-site shift of 0.3 eV moves the weak-end level to 0.142 eV, close to the estimate $0.3\times0.476=0.143$ eV, and creates no gap state at a strong end. A shift of 4.0 eV, above the critical 2.9 eV, removes the weak-end state from the gap. At a strong end the critical shift is 2.1 eV. A shift of 3.0 eV produces a state at $-0.764$ eV, just inside the band edge at $-0.8$ eV, and 6.0 eV moves it to $-0.549$ eV, towards midgap.

\section{What a real wire would change}

\emph{Second-neighbour hopping.} An amplitude $-t_2$ between sites $n$ and $n+2$ shifts the end state in first order by
\begin{equation}
-2t_2(1-r^2)\sum_{j\ge0}(-r)^{2j+1}=2t_2r .
\end{equation}
The band edges at $k=\pi$ both move by $-2t_2\cos\pi=2t_2$. Relative to midgap the level moves by $-2t_2(1-r)$, which is $-0.055$ eV for $t_2=0.1$ eV; diagonalisation gives the same value.

\emph{Contact.} If a metal gives the end orbital alone a width of 0.20 eV, the end state receives the fraction $1-r^2$ of it, 0.095 eV. The state is then a resonance, still narrow beside the half gap of 0.8 eV. This proportion holds for a weak contact only. A width of a few eV on the end orbital spreads the end state over the whole gap. A width far above the hoppings decouples site 1, as a large shift does, and brings a broad midgap resonance to a strong end.

\emph{Bond disorder.} With varying bonds the zero-mode recursion becomes a product of ratios of neighbouring hoppings. Changes of at most 0.1 eV keep each ratio below $2.2/2.8$, so the product still decays. In 50 random chains of 120 sites with weak ends, the two end levels stayed within $10^{-8}$ eV of zero. With strong ends and the same disorder, the level nearest to zero was 0.767 eV away from it. The end levels stay near zero because all site energies are equal and hopping joins only odd sites to even ones. Random site energies or random second-neighbour hopping would in general shift them.

\emph{Temperature.} The half gap is 31 times $k_BT$ at 300 K, so thermal excitation across it is weak. This comparison does not include thermal motion of the bonds.

\emph{Repulsion.} Two electrons in the end state repel, in first order, by the site repulsion times
\begin{equation}
\sum_n|\psi_n|^4=\frac{(1-r^2)^2}{1-r^4}=\frac{1-r^2}{1+r^2}=0.312 .
\end{equation}
For a rough site repulsion of 4 eV this is 1.25 eV, more than the half gap. The repulsion exceeds the hoppings, so this first-order value is only an estimate: in short chains the exact value is about 10\% larger, and the repulsion also widens the bulk gap. The energies for adding and removing an electron then differ by an amount comparable with the whole gap, and a contact would not see one level at midgap. The one-electron result gives the existence and shape of the orbital more reliably than its charging energies.

\emph{Bond relaxation.} This is the assumption that matters most for the authors' wire. Compare two rigid half-filled chains of 240 sites, one with weak and one with strong terminal bonds. The electronic energy of the weak-ended chain is higher by 3.29 eV. It also has one strong bond fewer and one weak bond more, which changes the elastic energy. A uniform half-filled chain of hopping $t$ has electronic energy $-4t/\pi$ per site, so an elastic term $+4t/\pi$ per bond is needed to hold it in balance. This contributes $(4/\pi)(2.1-2.9)=-1.02$ eV. The quadratic elastic terms are taken as equal, since each hopping departs from the mean by 0.4 eV. The net cost is about 2.3 eV for the two ends. In this estimate a chain free to choose its pattern prefers strong terminal bonds, in line with the usual structure of a polyene, which ends in double bonds. A weak terminal bond has to be imposed. Relaxation does not remove the midgap level of an odd chain, such as the authors' 41 sites: the odd sites outnumber the even ones, so a zero-energy level exists for any bond pattern. In this elastic model both terminal bonds become strong and the level moves to a domain wall in the interior, where it is no longer an end state.

\section{Recommendation}

The claim that every cut creates a midgap state should be withdrawn. For fixed bonds, equal site energies and nearest-neighbour hopping, the authors may claim one for a weak terminal bond and must exclude it for a strong one. For their contact they also need the width the metal gives the last orbital, and its shift, to be compared with the second hopping $b$ if the contact is weak and no other site is shifted. A contact potential that reaches several sites into the wire can create a gap state at a strong end for a smaller end shift, and must then be included in full. They must also give a reason why the bonds would not relax. The calculation should be repeated with an even number of sites for both terminations, and the eigenvectors shown. The values quoted here can be compared with the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
strong hopping 2.90 eV, weak hopping 2.10 eV
cell length 0.25 nm, ratio weak/strong 0.7241
bulk gap 1.600 eV, half gap 0.800 eV
weak terminal bond: bound end states 1
strong terminal bond: bound end states 0
end-state energy 4.6e-16 eV (numerical zero)
probability on sites 1, 3, 5: 0.4756, 0.2494, 0.1308
amplitude decay length 0.775 nm, density 0.387 nm
closed ring of 240 sites: gap states 0
ring with one strong bond cut: gap states 2
ring with one weak bond cut: gap states 0
41 sites, left bond weak: zero modes 1, weight on left 20 sites 0.9984
41 sites, left bond strong: zero modes 1, weight on left 20 sites 0.0008
10 cells, weak ends: levels at +/- 55.056 meV, estimate 54.686 meV
20 cells, weak ends: levels at +/- 2.168 meV, estimate 2.168 meV
weak end, end-site shift 0.3 eV: gap state 0.142 eV
weak end, end-site shift 4.0 eV: gap state none
strong end, end-site shift 0.3 eV: gap state none
strong end, end-site shift 3.0 eV: gap state -0.764 eV
strong end, end-site shift 6.0 eV: gap state -0.549 eV
critical shift: weak end 2.90 eV, strong end 2.10 eV
second-neighbour hopping 0.10 eV: level minus midgap -0.0552 eV, first order -0.0552 eV
contact width on end site 0.20 eV: end-state width 0.0952 eV
site repulsion 4.0 eV (rough): end-state repulsion 1.248 eV
bond disorder +/- 0.10 eV, 50 chains of 120 sites:
  weak ends: end levels within 8.8e-09 eV of zero
  strong ends: no level within 0.767 eV of zero
kT at 300 K 0.0259 eV, half gap / kT 30.9
weak-ended minus strong-ended chain, both ends together:
  electronic 3.293 eV, elastic -1.019 eV, net 2.275 eV
\end{verbatim}
